# Why a vanishing first-order correction does not protect UHF contact couplings

**Q:** I want the hyperfine contact coupling of the free phosphorus atom, and I plan to stop at unrestricted Hartree-Fock (UHF). Møller-Plesset theory says that the expectation value of a one-electron operator has no correction of first order in the fluctuation potential. The spin density at the nucleus is such an expectation value. The energy needs correlation, but this property should already be good. Is there anything wrong with that?

**A:** The theorem is right, and it covers the spin density. The last inference is the weak point: "no first-order term" does not mean "small error". Let us first fix what you want to compute. How do you get from the spin density to a coupling?

**Q:** I know the formula has a delta function in it, but I would be glad to see the factors.

**A:** Take SI units for this one formula. Model the nucleus as a small, uniformly magnetized sphere with moment $\boldsymbol\mu_N=g_N\mu_N\mathbf I$ and volume $v$. The field inside is $\tfrac23\mu_0\boldsymbol\mu_N/v$. As the sphere shrinks, field times volume stays fixed, so the inner field becomes $\tfrac23\mu_0\boldsymbol\mu_N\,\delta(\mathbf r)$. The dipole field outside averages to zero over angles for a spherical spin density, which is the case for the $^4S$ ground state of phosphorus.

The electron moment is $-|g_e|\mu_B\mathbf s$, with $\mathbf s$ and $\mathbf I$ dimensionless. The energy is minus moment times field, and the two minus signs cancel:

$$H_c=\frac{2\mu_0}{3}|g_e|\mu_B g_N\mu_N\sum_k \delta(\mathbf r_k)\,\mathbf s_k\cdot\mathbf I .$$

Within a multiplet of total spin $S$, the vector $\sum_k\delta(\mathbf r_k)\mathbf s_k$ acts as $c\,\mathbf S$. To find $c$, take the $z$ component in the state $M_S=S$. An $\alpha$ electron has $s_z=+\tfrac12$ and a $\beta$ electron $-\tfrac12$, so

$$\tfrac12\left[\rho_\alpha(0)-\rho_\beta(0)\right]=cS .$$

With $\rho_s=\rho_\alpha(0)-\rho_\beta(0)$ this gives $c=\rho_s/(2S)$, and $H_c=A\,\mathbf I\cdot\mathbf S$ with

$$A=\frac{2\mu_0}{3}|g_e|\mu_Bg_N\mu_N\frac{\rho_s}{2S}.$$

Division by Planck's constant turns $A$ into a frequency. For hydrogen, $\rho_s=1/\pi$ in $a_0^{-3}$ and $2S=1$, which gives 1422.8 MHz. The product $\mathbf I\cdot\mathbf S$ is $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet, so the splitting is $A$ itself. Its wavelength is 21.07 cm, the familiar 21 cm line.

For $^{31}$P I take $g_N=2.2632$ as an input. It is positive, so $A$ has the sign of $\rho_s$.

**Q:** Good. Now the theorem. I would state it as $\langle O\rangle=\langle O\rangle_{\rm UHF}+\text{second order}$.

**A:** Let us prove it, because the proof shows what it leaves open. From here on I use atomic units and real orbitals. Let $\Phi$ be the UHF determinant and $H_0$ the sum of the Fock operators, with $H_0\Phi=E_0\Phi$. Define

$$H(\mu)=H_0+\mu V,\qquad V=H-H_0,$$

so that $\mu=1$ is the physical atom. I assume that $\Phi$ is not degenerate with another determinant it can mix with. Expand $\Psi=\Phi+\mu\Psi_1+\mu^2\Psi_2+\dots$, with $\Psi_1,\Psi_2$ orthogonal to $\Phi$. The terms linear in $\mu$ in the Schrödinger equation are

$$(H_0-E_0)\Psi_1=-(V-E_1)\Phi .$$

Projecting on another determinant $K$ removes $E_1$, because $\langle K|\Phi\rangle=0$:

$$\Psi_1=-\sum_K\frac{\langle K|V|\Phi\rangle}{E_K-E_0}\,|K\rangle .$$

The norm of $\Psi$ changes only from order $\mu^2$ on, so the linear term of the property is $2\langle\Phi|O|\Psi_1\rangle$. A one-electron operator changes one orbital at a time. It can connect $\Phi$ only to single excitations $\Phi_i^a$, where occupied $i$ is replaced by empty $a$.

**Q:** And Brillouin's theorem removes the singles.

**A:** Yes. Change one occupied spin orbital, $\phi_i\to\phi_i+\eta\phi_a$. The determinant becomes $\Phi+\eta\Phi_i^a$, and its energy changes by $2\eta\langle\Phi_i^a|H|\Phi\rangle$ to first order in $\eta$. UHF makes the energy stationary for $\alpha$ and $\beta$ orbitals separately, so this matrix element vanishes for each spin. Also $\langle\Phi_i^a|H_0|\Phi\rangle=E_0\langle\Phi_i^a|\Phi\rangle=0$. Subtracting,

$$\langle\Phi_i^a|V|\Phi\rangle=0 .$$

Thus $\Psi_1$ contains double excitations only, which $O$ cannot connect to $\Phi$. The linear term is zero. A two-electron property, such as the probability that two electrons meet, can connect $\Phi$ to doubles and has no such protection.

**Q:** So the contact density is protected. What is left must be small, because it is second order.

**A:** Write out what is left before calling it small. The numerator and norm through $\mu^2$ give

$$\langle O\rangle=\frac{O_0+\mu^2\left(\langle\Psi_1|O|\Psi_1\rangle+2\langle\Phi|O|\Psi_2\rangle\right)}{1+\mu^2\langle\Psi_1|\Psi_1\rangle},$$

where $O_0=\langle\Phi|O|\Phi\rangle$. Expanding the denominator moves $-\mu^2O_0\langle\Psi_1|\Psi_1\rangle$ into the numerator, so the coefficient of $\mu^2$ is

$$O_2=\langle\Psi_1|O-O_0|\Psi_1\rangle+2\langle\Phi|O|\Psi_2\rangle .$$

The first term changes the occupation of orbitals through the doubles. The second needs singles in $\Psi_2$. Their coefficients follow from the next order of the Schrödinger equation:

$$d_i^a=-\frac{\langle\Phi_i^a|V|\Psi_1\rangle}{\varepsilon_a-\varepsilon_i}.$$

The term with $E_1$ is absent because $\Psi_1$ has no singles. The doubles therefore feed singles, which reshape the orbitals.

The $O_0$ in the first term only sets the zero: adding a constant to $O$ changes $O_0$ and leaves $O_2$ unchanged. So nothing ties the size of $O_2$ to the size of $O_0$. The theorem sets the power of $\mu$ and leaves the ratio $O_2/O_0$ free.

**Q:** In practice it works, though. Is lithium not a case where UHF does well?

**A:** It is a good case to look at. In the small 6-31G basis one can diagonalize $H(\mu)$ among all determinants. I took the coefficients at $\mu=0$ from finite differences with steps of 0.02 in $\mu$. The contact densities in $a_0^{-3}$ are:

- UHF value: 0.19538
- coefficient of $\mu$: $-2.7\times10^{-11}$, zero within numerical error
- coefficient of $\mu^2$: 0.00100
- full diagonalization at $\mu=1$: 0.19681

The total correction is $0.19681-0.19538=0.00143$, or 0.7% of the full result in this basis. The basis is too small for these to be predictions for the real atom. Its 1s shell is essentially one contracted function and can hardly adjust: the restricted open-shell value, 0.19537, is almost the UHF one. The 0.7% is therefore not the size of the correction for real lithium, but the test of the orders within this basis is clean.

**Q:** That is my point.

**A:** It is, for lithium. There the unpaired electron sits in a 2s orbital, which has density at the nucleus. The UHF value contains a direct term, and correlation modifies it slightly. Where is the unpaired density in phosphorus?

**Q:** In 3p, three electrons with parallel spin. A p orbital vanishes at the nucleus. So the coupling would be zero?

**A:** It is zero in restricted open-shell Hartree-Fock, where the two electrons of each s shell share one spatial orbital and cancel. UHF lets them differ. An $\alpha$ electron in an s shell has exchange with the three $3p\alpha$ electrons, and a $\beta$ electron does not. The orbitals split slightly, and

$$\rho_s=\sum_{n=1}^{3}\left(|\phi_{ns}^{\alpha}(0)|^2-|\phi_{ns}^{\beta}(0)|^2\right).$$

This is core polarization, with the 3s shell included in the sum.

**Q:** But then the result went from zero to something nonzero at mean-field level. Is that not a first-order effect, which the theorem forbids?

**A:** The order depends on the starting determinant. In the restricted case $\alpha$ and $\beta$ orbitals of a doubly occupied shell must change together. Stationarity then gives only the sum

$$F^\alpha_{ai}+F^\beta_{ai}=0,$$

where $F^\sigma_{ai}$ is the matrix element of $H$ between the determinant and the single excitation $i\to a$ of spin $\sigma$. The two Fock operators differ by exchange with the open shell, $F^\alpha-F^\beta=-K$. Adding and subtracting these relations gives

$$F^\alpha_{ai}=-\tfrac12K_{ai},\qquad F^\beta_{ai}=+\tfrac12K_{ai}.$$

Singles with opposite signs for the two spins therefore enter $\Psi_1$. Since $\rho_s$ also counts the spins with opposite signs, their contributions to it add rather than cancel. In lithium, with the occupied-empty blocks of the restricted Fock operators moved into $V$, the coefficient of $\mu$ is $-0.00003\,a_0^{-3}$. That is tiny in this basis, but it is a million times the numerical zero found for UHF.

UHF has absorbed this mean-field effect into its reference. Your theorem says that nothing further appears in first order from that reference. Correlation of the polarized shells has still to come.

**Q:** Fine. Then show me the UHF numbers for phosphorus.

**A:** I used the s and p primitive Gaussians of cc-pVTZ, uncontracted so that the core can polarize, and three d shells with exponents 2.6, 0.7 and 0.22 $a_0^{-2}$. The atom is nonrelativistic with a point nucleus. The densities at the nucleus, in $a_0^{-3}$, are:

| Shell | $\alpha$ | $\beta$ | Difference |
|---|---:|---:|---:|
| 1s | 997.3075 | 997.6575 | −0.3500 |
| 2s | 73.6484 | 73.4175 | +0.2308 |
| 3s | 5.5313 | 5.5561 | −0.0248 |

The sum is $-0.3500+0.2308-0.0248=-0.1440\,a_0^{-3}$. With $2S=3$ the coupling is −86.9 MHz.

**Q:** Negative. I would have said that exchange pulls the $\alpha$ electrons out towards the 3p shell, which lowers their density at the nucleus. That agrees.

**A:** It agrees for 1s. The same picture would suggest a negative term for 2s, which also lies mostly inside 3p, and that term is positive. So the picture does not predict the signs shell by shell, and I would not base the sign of the sum on it. The division into shells also belongs to the canonical UHF orbitals; mixing occupied orbitals of one spin changes the division but not the sum.

What matters is the scale. The absolute shell terms add up to 0.606, about four times the magnitude of the net value. Each is itself a small difference: the 1s term is 0.035% of the 1s density of one spin.

**Q:** Could the negative sign be a basis-set accident?

**A:** With the larger uncontracted s and p set of cc-pV5Z, UHF gives −0.1395. The change is about 3%. An even-tempered set of 25 s and 14 p shells gives −0.1390, or −84 MHz, with shell terms −0.354, +0.234 and −0.019. The signs are stable, but the last digits of the table are not, and the 3s term moves by about a fifth. The d functions do not matter here, because in the spherical UHF solution the occupied orbitals are s and p.

**Q:** And spin contamination? I would look at $\langle S^2\rangle$ for a warning.

**A:** It is 3.7505, against 3.75 for a pure quartet. That looks harmless, but it is a poor detector for this problem. Write the UHF determinant approximately as $\Phi_R+tX$, with $\Phi_R$ a restricted determinant of pure spin and $X$ the polarizing singles. Because $[S^2-S(S+1)]\Phi_R=0$, the terms linear in $t$ drop out of the contamination:

$$\langle S^2\rangle-S(S+1)\approx t^2\langle X|S^2-S(S+1)|X\rangle .$$

The contact density is linear, $\rho_s\approx2t\langle\Phi_R|\hat\rho_s|X\rangle$, with $\hat\rho_s$ the spin-density operator at the nucleus. A small $t$ can leave almost no trace in $\langle S^2\rangle$ and still produce the whole contact density. Nor does $\langle S^2\rangle$ measure the correlation missing from a nearly pure state.

**Q:** So UHF says −87 MHz. What does the real atom say?

**A:** The measured coupling is roughly +55 MHz. The sign is wrong.

**Q:** That is worse than I expected. If the first-order correction is zero, which process can be large enough to do this?

**A:** Go back to the first term of $O_2$. Consider only the diagonal elements of $\hat\rho_s$ in the orbitals. A double excitation $ij\to ab$ with coefficient $c$ contributes

$$c^2\,(o_a+o_b-o_i-o_j),\qquad o_p=\pm|\phi_p(0)|^2,$$

with plus for $\alpha$ and minus for $\beta$. Now excite $3s\beta\to3p\beta$ and $3p\alpha\to d\alpha$ together. The p and d orbitals vanish at the nucleus. Only the hole in $3s\beta$ remains, and it contributes

$$-c^2\left(-|\phi_{3s}^\beta(0)|^2\right)=+c^2|\phi_{3s}^\beta(0)|^2 .$$

The physical meaning is simple: a $3s\alpha$ electron has lost its partner. The corresponding route for a $3s\alpha$ electron is blocked, because the three $3p\alpha$ orbitals are full. It has to go to a higher orbital.

**Q:** Is the imbalance big enough in numbers?

**A:** I used coupled cluster with single and double excitations, CCSD, starting from the UHF determinant. Its density matrix is the derivative of the CCSD energy at fixed orbitals. All electrons are correlated; eight empty orbitals of each spin above 1000 hartree are left out. The missing occupation of the UHF 3s orbitals is 0.00823 for $\alpha$ and 0.04818 for $\beta$. Hence the 3s holes contribute

$$0.04818\times5.5561-0.00823\times5.5313=0.2677-0.0455=+0.2222\,a_0^{-3}.$$

These occupations collect every excitation out of 3s, not just the one I described, so I cannot assign the whole number to that one process. But the sign is as derived, and the size exceeds the magnitude of the UHF result.

**Q:** A 5% hole would not normally worry me.

**A:** For the total electron density at the nucleus it would hardly count. Adding the six entries of the table gives about $2153\,a_0^{-3}$, and there the two holes add, lowering it by $0.2677+0.0455=0.313\,a_0^{-3}$, about 0.015%. In the spin density they enter as the difference 0.2222, which is 154% of the UHF magnitude. The same holes are negligible for one one-electron property and decisive for another, although the theorem applies equally to both.

**Q:** Then second-order perturbation theory should repair the sign. It is the first correction that survives.

**A:** It repairs part of the value. Add a weak field $\lambda\hat\rho_s$ to the Hamiltonian. For an exact state the energy slope at $\lambda=0$ is $\langle\hat\rho_s\rangle$, since the state is stationary. For UHF the slope likewise gives the UHF expectation value. The slope of the second-order energy, MP2, gives the correction. I evaluated it with fields of $\pm10^{-5}$ hartree $a_0^3$, letting the orbitals adjust. It contains $O_2$ and also higher-order terms from the response of the mean field. These are not negligible. If the field is added to fixed Fock operators, so that the mean field cannot respond, the slope is $O_2$ alone, about $+0.079\,a_0^{-3}$, which is smaller than the relaxed value below.

The contact densities in $a_0^{-3}$ and the couplings are:

| Method | $\rho_s$ | $A$ in MHz |
|---|---:|---:|
| UHF | −0.1440 | −86.9 |
| UHF + MP2 | −0.0329 | −19.9 |
| CCSD | +0.0282 | +17.0 |

The MP2 correction is +0.1111, or 77% of the UHF magnitude, so the sum is still negative. To reverse the sign the correction must exceed 100%. The CCSD correction does: $0.0282+0.1440=0.1722$, or 120%.

These correlated values belong to this basis and are not converged. One added f shell with exponent 0.45 $a_0^{-2}$ raises the MP2 correction from +0.1111 to +0.1385, or 96%, which leaves the sum at −0.0055, about −3 MHz: still negative, but barely. The CCSD row was obtained in the basis without f only, and its digits should be read with a shift of that order in mind.

Leaving the high orbitals out of the MP2 double excitations changes the correction only from 0.1111 to 0.1112. That check still lets the UHF orbitals relax into them, which the fixed-orbital CCSD density does not, so their effect on the CCSD row is not tested. The last two rows also differ in that the MP2 value is relaxed and the CCSD value is not.

**Q:** The 3s holes gave +0.2222, yet the full CCSD correction is +0.1722. Where is the rest?

**A:** The remaining contributions sum to $-0.0500$. They come from changed occupations of the other s orbitals, occupied and empty, and from off-diagonal elements of the density matrix between s orbitals. I have not separated them. The cancellation continues at the correlated level.

**Q:** And CCSD is still far from 55 MHz. Why should I believe its sign?

**A:** On its own it would be weak evidence. The wrong sign of UHF is established by the measured coupling; CCSD shows that correlation moves the value in the required direction and, in this basis, far enough to cross zero. It leaves out triple and higher excitations, relaxation of the reference orbitals, the highest empty orbitals, f functions, relativity and the size of the nucleus. I have not determined how the remaining error divides among them.

The numbers also show how demanding the property is. From the UHF row, one $a_0^{-3}$ corresponds to $86.9/0.1440\approx603$ MHz. The measured coupling therefore corresponds to roughly $55/603\approx0.091\,a_0^{-3}$. The shift needed from UHF is about $0.091+0.144=0.235$. CCSD supplies $0.172/0.235$, about three quarters of it, and still ends at about a third of the measured value. To reach the coupling within 10%, an error of 0.009, the shift itself must be right within about 4%.

**Q:** So when may I use the theorem as reassurance?

**A:** When you have a reason to think that the second and higher corrections are small compared with the net property. A direct term from an unpaired s electron makes the sign and the rough size trustworthy, but it does not guarantee a small error. In flexible s and p bases, nonrelativistic UHF falls short of the measured coupling by about 3% for lithium, 14% for sodium and 23% for potassium, a gap that includes relativity as well as correlation. For hydrogen there is no correlation at all. When the direct term vanishes and the UHF value is a remainder of opposing shell terms, the reason is missing. You then have to compute the correction and compare it with the remainder.

You also need the right reference. If the orbitals are not stationary for each spin separately, the singles need not vanish and even the first-order statement can fail.

**Q:** Then my mistake was to read "second order" as a percentage.

**A:** Yes. For phosphorus that percentage has to be taken of −0.1440, not of the thousand or so electrons per $a_0^3$ that each spin has at the nucleus. I would not report the UHF coupling, and I would report the CCSD one only together with what it leaves out.
